# Second-Order Jahn-Teller Bending of a Linear Dialkyl: test program

```python
"""Second-order Jahn-Teller bending of a linear dialkyl M(CH3)2.

Result under test: with theta = pi - angle(C-M-C), the bending curvature is
  K = K0 - 2 sum_n |<0|dH/dtheta|n>|^2 / (E_n - E_0).
Its Hartree-Fock form is K = K0 - 4 f.T M^-1 f, where
  K0 = curvature with transported but unrelaxed occupied orbitals,
  f  = theta derivative of the occupied-empty Fock block,
  M  = singlet orbital-response matrix (its eigenvalues are static gaps).
Only excitations with the symmetry of the bend can have nonzero f.
The critical gap is W/K0 with W = 4 f.f; the effective gap is
W/(4 f.T M^-1 f). Bending is favourable when K < 0.
Energies are in hartree internally, angles in radians, lengths in angstrom.
"""
import numpy as np
from scipy import constants
from scipy.linalg import eigh
from scipy.optimize import minimize_scalar
from pyscf import gto, scf, ao2mo, lib

lib.num_threads(1)
EV = constants.value("Hartree energy in eV")
EV_TO_AJ = constants.e * 1e18
CH_LENGTH, MCH_ANGLE = 1.09, 111.0
STEP = 0.02


def first_derivative(values, h):
    """Five-point derivative from values at -2h, -h, h, 2h."""
    a, b, c, d = values
    return (a - 8*b + 8*c - d) / (12*h)


def second_derivative(values, centre, h):
    a, b, c, d = values
    return (-a + 16*b - 30*centre + 16*c - d) / (12*h*h)


# Many-electron perturbation formula and its independent-electron form.
rng = np.random.default_rng(4)
h0 = np.diag([0.0, 3.0, 4.1, 5.3, 6.2, 8.0])
h1, h2 = [(a + a.T)/2 for a in rng.normal(size=(2, 6, 6))]
one = np.eye(6)
H0, H1, H2 = [np.kron(a, one) + np.kron(one, a) for a in (h0, h1, h2)]
levels, states = np.linalg.eigh(H0)
coupling = states.T @ H1 @ states[:, 0]
K_states = (states[:, 0] @ H2 @ states[:, 0]
            - 2*np.sum(coupling[1:]**2/(levels[1:] - levels[0])))
K_orbitals = 2*h2[0, 0] - 4*np.sum(h1[0, 1:]**2/np.diag(h0)[1:])
qs = np.array([-2, -1, 1, 2])*0.01
numeric = [np.linalg.eigvalsh(H0 + q*H1 + q*q*H2/2)[0] for q in qs]
K_numeric = second_derivative(numeric, levels[0], 0.01)
assert abs(K_states - K_numeric) < 1e-5
assert abs(K_orbitals - K_numeric) < 1e-5

# One Sigma state coupled to two components of a Pi state.
k0, V, small_gap, large_gap = 4.0, 3.0, 3.0, 6.0


def lower_surface(theta, gap, direction=0.7):
    x, y = V*theta*np.cos(direction), V*theta*np.sin(direction)
    matrix = np.array([[0, x, y], [x, gap, 0], [y, 0, gap]])
    return k0*theta**2/2 + np.linalg.eigvalsh(matrix)[0]


critical = 2*V**2/k0
model_K = []
for gap in (small_gap, large_gap):
    curve = second_derivative([lower_surface(q, gap) for q in qs],
                              lower_surface(0, gap), 0.01)
    assert abs(curve - (k0 - 2*V**2/gap)) < 1e-5
    assert (curve < 0) == (gap < critical)
    model_K.append(curve)
well = minimize_scalar(lambda t: lower_surface(t, small_gap),
                       bounds=(0, 1.5), method="bounded",
                       options={"xatol": 1e-8})
theta0 = np.sqrt(V**2/k0**2 - small_gap**2/(4*V**2))
depth = V**2/(2*k0)*(1 - small_gap/critical)**2
assert abs(well.x - theta0) < 1e-5 and abs(well.fun + depth) < 1e-8
assert abs(lower_surface(theta0, small_gap, 2.1) - well.fun) < 1e-8
print(f"Model k0: {k0:.2f} eV/rad^2")
print(f"Model coupling V: {V:.2f} eV/rad")
print(f"Model critical gap: {critical:.3f} eV")
print(f"Model K at gap {small_gap:.1f} eV: {model_K[0]:.4f} eV/rad^2")
print(f"Model K at gap {large_gap:.1f} eV: {model_K[1]:.4f} eV/rad^2")
print(f"Model minimum theta: {np.degrees(well.x):.2f} degree")
print(f"Model well depth: {-well.fun:.4f} eV")
print(f"Chosen C-H length: {CH_LENGTH:.2f} angstrom")
print(f"Chosen M-C-H angle: {MCH_ANGLE:.1f} degree")


def rotation_y(angle):
    c, s = np.cos(angle), np.sin(angle)
    return np.array([[c, 0, s], [0, 1, 0], [-s, 0, c]])


def molecule(metal, distance, theta, metal_basis="def2-svp"):
    """Staggered dimethyl, each rigid methyl turned about the metal."""
    alpha = np.radians(MCH_ANGLE)
    upper = [[0, 0, distance]]
    for phi in (0, 2*np.pi/3, 4*np.pi/3):
        upper.append([CH_LENGTH*np.sin(alpha)*np.cos(phi),
                      CH_LENGTH*np.sin(alpha)*np.sin(phi),
                      distance - CH_LENGTH*np.cos(alpha)])
    upper = np.array(upper)
    xyz = np.vstack([np.zeros((1, 3)), upper @ rotation_y(theta/2).T,
                     -upper @ rotation_y(-theta/2).T])
    names = [metal] + ["C", "H", "H", "H"]*2
    return gto.M(atom=[(n, tuple(x)) for n, x in zip(names, xyz)],
                 basis={metal: metal_basis, "C": "6-31g", "H": "6-31g"},
                 ecp={"Ba": "def2-svp"} if metal == "Ba" else {},
                 unit="Angstrom", verbose=0)


def converge(mf, guess=None):
    mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-11, 1e-6, 100
    energy = mf.kernel(dm0=guess)
    assert mf.converged
    return energy


def relaxed_energy(metal, distance, theta, basis="def2-svp"):
    return converge(scf.RHF(molecule(metal, distance, theta, basis)))


def angular_blocks(mol):
    """List (atom, angular momentum, first function) of each block."""
    starts, result = mol.ao_loc_nr(), []
    for shell in range(mol.nbas):
        l = mol.bas_angular(shell)
        for c in range(mol.bas_nctr(shell)):
            result.append((mol.bas_atom(shell), l,
                           starts[shell] + c*(2*l + 1)))
    return result


def inversion_matrix(mol):
    blocks = angular_blocks(mol)
    by_atom = [[b for b in blocks if b[0] == atom] for atom in range(9)]
    partner = [0, 5, 6, 7, 8, 1, 2, 3, 4]
    P = np.zeros((mol.nao, mol.nao))
    for atom in range(9):
        for old, new in zip(by_atom[atom], by_atom[partner[atom]]):
            for m in range(2*old[1] + 1):
                P[new[2] + m, old[2] + m] = (-1)**old[1]
    return P


def transport(mol, orbitals, n_occupied, theta, turn_p):
    """Carry orbitals to the bent molecule.

    Occupied orbitals are orthonormalized among themselves. Empty ones are
    only projected against them: the occupied-empty Fock block is zero at
    theta = 0, so their mutual normalization cannot alter its derivative.
    This avoids inverse roots of a nearly singular full overlap matrix.
    """
    moved = orbitals.copy()
    if turn_p:
        for atom, l, start in angular_blocks(mol):
            if atom in (1, 5) and l == 1:
                R = rotation_y(theta/2 if atom == 1 else -theta/2)
                moved[start:start+3] = R @ orbitals[start:start+3]
    S = mol.intor("int1e_ovlp")
    occupied, empty = moved[:, :n_occupied], moved[:, n_occupied:]
    values, vectors = np.linalg.eigh(occupied.T @ S @ occupied)
    occupied = occupied @ (vectors/np.sqrt(values)) @ vectors.T
    empty = empty - occupied @ (occupied.T @ S @ empty)
    return occupied, empty


def analyse(metal, trial_lengths):
    tag = metal + "Me2"
    # Bond length from a cubic through four computed energies.
    middle = np.mean(trial_lengths)
    energies = [relaxed_energy(metal, r, 0) for r in trial_lengths]
    cubic = np.poly1d(np.polyfit(np.array(trial_lengths) - middle,
                                 energies, 3))
    roots = [z.real for z in cubic.deriv().roots
             if abs(z.imag) < 1e-10 and cubic.deriv(2)(z.real) > 0]
    distance = middle + roots[0]
    assert trial_lengths[0] < distance < trial_lengths[-1]

    mol = molecule(metal, distance, 0)
    mf = scf.RHF(mol)
    energy0 = converge(mf)
    S, P = mol.intor("int1e_ovlp"), inversion_matrix(mol)
    assert np.max(abs(P.T @ S @ P - S)) < 1e-9
    # A large parity shift separates even and odd orbitals cleanly.
    SP = S @ P
    fock = mf.get_fock(dm=mf.make_rdm1())
    shifted, C = eigh(fock + 500*(SP + SP.T), S)
    parity = np.sign(shifted)
    eps = shifted - 1000*parity
    order = np.argsort(eps)
    eps, parity, C = eps[order], parity[order], C[:, order]
    no = mol.nelectron//2
    nv = len(eps) - no
    Co, Cv = C[:, :no], C[:, no:]

    eri = mol.intor("int2e", aosym="s8")
    ovov = ao2mo.kernel(eri, (Co, Cv, Co, Cv), compact=False)
    ovov = ovov.reshape(no, nv, no, nv)
    oovv = ao2mo.kernel(eri, (Co, Co, Cv, Cv), compact=False)
    oovv = oovv.reshape(no, no, nv, nv)
    M = (4*ovov - oovv.transpose(0, 2, 1, 3)
         - ovov.transpose(0, 3, 2, 1)).reshape(no*nv, no*nv)
    M += np.diag((eps[None, no:] - eps[:no, None]).ravel())
    M = (M + M.T)/2
    gaps, modes = np.linalg.eigh(M)
    assert gaps[0] > 0

    frozen_E, frozen_F, relaxed = ([], []), ([], []), []
    for theta in np.array([-2, -1, 1, 2])*STEP:
        bent = molecule(metal, distance, theta)
        solver = scf.RHF(bent)
        hcore = solver.get_hcore()
        for turn_p in (0, 1):
            occupied, empty = transport(bent, C, no, theta, turn_p)
            density = 2*occupied @ occupied.T
            veff = solver.get_veff(bent, density)
            frozen_E[turn_p].append(
                solver.energy_tot(density, hcore, veff))
            frozen_F[turn_p].append(occupied.T @ (hcore + veff) @ empty)
        relaxed.append(converge(solver, density))
    K_direct = second_derivative(relaxed, energy0, STEP)

    # Nondegenerate levels within one parity are axial (A-type) levels.
    near = ((abs(eps[:, None] - eps[None]) < 1e-5)
            & (parity[:, None] == parity[None]))
    axial = near.sum(axis=1) == 1
    forbidden = ((parity[:no, None] == parity[None, no:])
                 | (axial[:no, None] & axial[None, no:]))
    letter = {1.0: "g", -1.0: "u"}
    print(f"{tag} linear M-C length: {distance:.4f} angstrom")
    print(f"{tag} HOMO, LUMO parity: {letter[parity[no-1]]}, "
          f"{letter[parity[no]]}; degeneracy: "
          f"{near[no-1].sum()}, {near[no].sum()}")
    print(f"{tag} HOMO-LUMO gap: {(eps[no]-eps[no-1])*EV:.3f} eV")
    print(f"{tag} K from energies: {K_direct*EV:.5f} eV/rad^2")
    print(f"{tag} K converted: {K_direct*EV*EV_TO_AJ:.5f} aJ/rad^2")

    for turn_p, name in enumerate(("fixed-p", "turning-p")):
        K0 = second_derivative(frozen_E[turn_p], energy0, STEP)
        f = first_derivative(frozen_F[turn_p], STEP)
        largest = np.max(abs(f))
        x = np.linalg.solve(M, f.ravel()).reshape(no, nv)
        relaxation = 4*np.sum(f*x)
        K_formula = K0 - relaxation
        weight = 4*np.sum(f*f)
        print(f"{tag} {name} K0: {K0*EV:.5f} eV/rad^2")
        print(f"{tag} {name} relaxation: {relaxation*EV:.5f} eV/rad^2")
        print(f"{tag} {name} K formula: {K_formula*EV:.5f} eV/rad^2")
        assert np.max(abs(f[forbidden])) < 1e-3*largest
        # Finite differences of SCF energies limit agreement to this size.
        assert abs(K_formula - K_direct) < 1e-5
        print(f"{tag} {name} effective gap: "
              f"{weight/relaxation*EV:.3f} eV")
        if K0 > 0:
            print(f"{tag} {name} critical gap: {weight/K0*EV:.3f} eV")
        else:
            print(f"{tag} {name} critical gap: none, K0 not positive")

    # The last pass used p functions that turn with the methyl groups.
    homo_set, lumo_set = near[no-1, :no], near[no, no:]
    hl_coupling = np.sqrt(np.sum(f[np.ix_(homo_set, lumo_set)]**2))
    print(f"{tag} HOMO-LUMO coupling: {hl_coupling*EV:.5f} eV/rad")
    print(f"{tag} largest coupling: {largest*EV:.4f} eV/rad")
    amplitude = (modes.T @ f.ravel())**2
    active_gap = gaps[amplitude > 1e-4*amplitude.max()][0]
    print(f"{tag} lowest coupled response gap: {active_gap*EV:.3f} eV")
    from_even = 4*np.sum((f*x)[parity[:no] > 0])
    from_odd = 4*np.sum((f*x)[parity[:no] < 0])
    print(f"{tag} g-to-u relaxation: {from_even*EV:.4f} eV/rad^2")
    print(f"{tag} u-to-g relaxation: {from_odd*EV:.4f} eV/rad^2")
    for angle in (160, 140, 120):
        change = relaxed_energy(metal, distance,
                                np.radians(180-angle)) - energy0
        print(f"{tag} E({angle} degree)-E(180): {change*EV:.4f} eV")
    return distance, K_direct


analyse("Mg", [2.00, 2.10, 2.20, 2.30])
ba_distance, ba_K = analyse("Ba", [2.65, 2.80, 2.95, 3.10])

# Remove every barium d function while keeping the same linear geometry.
without_d = [shell for shell in gto.basis.load("def2-svp", "Ba")
             if shell[0] != 2]
e0, e1, e2 = [relaxed_energy("Ba", ba_distance, n*STEP, without_d)
              for n in range(3)]
K_without_d = second_derivative([e2, e1, e1, e2], e0, STEP)
assert K_without_d > ba_K
print(f"BaMe2 K without Ba d: {K_without_d*EV:.5f} eV/rad^2")
print("success")
```

Output:

```
Model k0: 4.00 eV/rad^2
Model coupling V: 3.00 eV/rad
Model critical gap: 4.500 eV
Model K at gap 3.0 eV: -2.0000 eV/rad^2
Model K at gap 6.0 eV: 1.0000 eV/rad^2
Model minimum theta: 32.03 degree
Model well depth: 0.1250 eV
Chosen C-H length: 1.09 angstrom
Chosen M-C-H angle: 111.0 degree
MgMe2 linear M-C length: 2.1079 angstrom
MgMe2 HOMO, LUMO parity: u, g; degeneracy: 1, 1
MgMe2 HOMO-LUMO gap: 10.590 eV
MgMe2 K from energies: 1.22449 eV/rad^2
MgMe2 K converted: 0.19619 aJ/rad^2
MgMe2 fixed-p K0: 6.40729 eV/rad^2
MgMe2 fixed-p relaxation: 5.18279 eV/rad^2
MgMe2 fixed-p K formula: 1.22449 eV/rad^2
MgMe2 fixed-p effective gap: 109.331 eV
MgMe2 fixed-p critical gap: 88.437 eV
MgMe2 turning-p K0: 1.59640 eV/rad^2
MgMe2 turning-p relaxation: 0.37190 eV/rad^2
MgMe2 turning-p K formula: 1.22449 eV/rad^2
MgMe2 turning-p effective gap: 821.189 eV
MgMe2 turning-p critical gap: 191.308 eV
MgMe2 HOMO-LUMO coupling: 0.00000 eV/rad
MgMe2 largest coupling: 6.9044 eV/rad
MgMe2 lowest coupled response gap: 7.984 eV
MgMe2 g-to-u relaxation: 0.3058 eV/rad^2
MgMe2 u-to-g relaxation: 0.0661 eV/rad^2
MgMe2 E(160 degree)-E(180): 0.0743 eV
MgMe2 E(140 degree)-E(180): 0.3002 eV
MgMe2 E(120 degree)-E(180): 0.7073 eV
BaMe2 linear M-C length: 2.8647 angstrom
BaMe2 HOMO, LUMO parity: u, g; degeneracy: 1, 1
BaMe2 HOMO-LUMO gap: 6.139 eV
BaMe2 K from energies: -1.46796 eV/rad^2
BaMe2 K converted: -0.23519 aJ/rad^2
BaMe2 fixed-p K0: 6.21039 eV/rad^2
BaMe2 fixed-p relaxation: 7.67836 eV/rad^2
BaMe2 fixed-p K formula: -1.46796 eV/rad^2
BaMe2 fixed-p effective gap: 23.932 eV
BaMe2 fixed-p critical gap: 29.589 eV
BaMe2 turning-p K0: 1.23551 eV/rad^2
BaMe2 turning-p relaxation: 2.70347 eV/rad^2
BaMe2 turning-p K formula: -1.46796 eV/rad^2
BaMe2 turning-p effective gap: 8.814 eV
BaMe2 turning-p critical gap: 19.286 eV
BaMe2 HOMO-LUMO coupling: 0.00000 eV/rad
BaMe2 largest coupling: 1.0191 eV/rad
BaMe2 lowest coupled response gap: 3.308 eV
BaMe2 g-to-u relaxation: 0.0781 eV/rad^2
BaMe2 u-to-g relaxation: 2.6254 eV/rad^2
BaMe2 E(160 degree)-E(180): -0.0802 eV
BaMe2 E(140 degree)-E(180): -0.2371 eV
BaMe2 E(120 degree)-E(180): -0.3292 eV
BaMe2 K without Ba d: 0.21123 eV/rad^2
success
```
